# Contour Rotation for the Irreducible Two-Photon Ladder in Two-Electron Ions, part 2

This option computes the irreducible two-photon ladder for a heavy two-electron ion in the state \(|ab\rangle\), \(E=\varepsilon_a+\varepsilon_b\), by moving the integral over photon energy \(\omega\) off the real axis. Units are \(\hbar=c=m_e=1\), with results in eV. Negative Dirac levels \(\varepsilon_n\) are filled in the vacuum. The shift is

\[
\Delta E=\sum_P(-1)^P{\sum_{n_1n_2}}'\,T,\qquad
T=\frac{i}{2\pi}\int_{-\infty}^{\infty}d\omega\,\frac{f(\omega)}{(A-\omega+i0s_1)(B+\omega+i0s_2)},
\tag{1}
\]

\[
A=\varepsilon_{Pa}-\varepsilon_{n_1},\quad B=\varepsilon_{Pb}-\varepsilon_{n_2},\quad
f(\omega)=\langle Pa\,Pb|I(\omega)|n_1n_2\rangle\langle n_1n_2|I(\omega-\Delta)|ab\rangle .
\]

Here \(P\) is the identity (direct) or the exchange of \(a\) and \(b\), \(\Delta=\varepsilon_{Pa}-\varepsilon_a\), and \(s_i\) is the sign of \(\varepsilon_{n_i}\). The prime omits positive pairs with \(A+B=0\), the reducible part. With \(r\) the electron distance,

\[
I(\omega)=\alpha\,(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\,\frac{e^{i\kappa r}}{r},
\]

where \(\kappa\) is \(|\omega|\) on the real axis, \(\omega\) above it and \(-\omega\) below it. The contour has a real segment and two vertical legs, with corners \(\omega_-=\min(0,\Delta)\) and \(\omega_+=\max(0,\Delta)\):

\[
C:\quad \omega_--i\infty\;\to\;\omega_-\;\to\;\omega_+\;\to\;\omega_++i\infty .
\]

With \(h(\omega)=f(\omega)/[(A-\omega)(B+\omega)]\),

\[
T=\frac{i}{2\pi}\,\mathrm{PV}\!\int_C h\,d\omega+\frac{w_1f(A)+w_2f(-B)}{A+B},
\tag{2}
\]

\[
w=\begin{cases}
1 & 0<\varepsilon_n<l\\
3/4 & \varepsilon_n=l<u\\
1/2 & l<\varepsilon_n<u,\ \text{or}\ \varepsilon_n=l=u\\
1/4 & \varepsilon_n=u>l\\
0 & \varepsilon_n>u,\ \text{or}\ \varepsilon_n<0 .
\end{cases}
\]

Here \(l\le u\) are the external energies on the electron line. A pole of \(h\) on \(C\), at \(\omega=p\) with residue \(R\), is folded in arc length \(s\), with \(H(s)=h(\omega(s))\,\omega'(s)\) and the pole at \(s_0\):

\[
\mathrm{PV}\!\int_{s_0-L}^{s_0+L}H\,ds=\int_0^L\big[H(s_0+t)+H(s_0-t)\big]\,dt .
\]

Elsewhere \(H\) is the Dirac Hamiltonian. For direct terms \(\Delta=0\), and with \(\omega=iy\)

\[
\frac{i}{2\pi}\mathrm{PV}\!\int_C h\,d\omega=-\frac1\pi\int_0^\infty dy\,f(iy)\,\frac{AB+y^2}{(A^2+y^2)(B^2+y^2)} .
\tag{3}
\]

In the static limit \(f=1\), \(T\) is \(1/(A+B)\) for two positive levels, \(-1/(A+B)\) for two negative levels and zero for a mixed pair. Boson modes in the checks have frequency \(k\) and coupling \(g\).

## Algorithm and settings

For each \(P\) and each pair \((n_1,n_2)\) the option skips positive pairs degenerate with \(E\), assigns the weights, folds each pole that lies on \(C\), integrates the rest of the segment and the two legs with Gauss–Legendre panels, and adds the pole terms. The panels double in length away from the start of each leg and from both ends of each piece of the segment.

The number of points per panel, \(n\), follows from analyticity. A function analytic inside the ellipse with foci \(\pm1\) and semi-axis sum \(\varrho\) has Chebyshev coefficients of order \(\varrho^{-k}\), and the \(n\)-point rule is exact to degree \(2n-1\), so the error is of order \(\varrho^{-2n}\). On a leg with coordinate \(t\), the electron poles are at real \(\omega\) and so have \(\operatorname{Re}t\le0\); the photon matrix elements converge for \(\operatorname{Im}\kappa\) above a negative bound set by the decay of the orbitals, so their singularities have \(\operatorname{Re}t<0\) too. A panel \([t_0,2t_0]\) maps \(t=0\) to \(x=-3\), which gives \(\varrho=3+\sqrt8\approx5.83\). Each added point gains a factor \(\varrho^2\approx34\). In the example below the error is \(1.3\times10^{-3}\), \(1.1\times10^{-6}\) and \(8.7\times10^{-13}\) eV for \(n=2,4,8\), in line with \(\varrho^{-4}\approx9\times10^{-4}\) and \(\varrho^{-8}\approx8\times10^{-7}\). These errors are measured against the result for \(n=12\), the default. Four points give about \(10^{-6}\) eV there and eight about \(10^{-12}\) eV, in line with \(\varrho^{-16}\approx6\times10^{-13}\).

The fold length \(L\) is set to half the distance from the pole to the nearest other corner or electron pole. All other singularities then have \(|t|\ge2L\), which on \([0,L]\) maps to \(x=3\) and gives the same \(\varrho\). The cap, 0.05 by default, is safe if it stays below half the smallest inverse decay length of the photon matrix elements. A much smaller \(L\) can be harmful when \(p\ne0\). The difference \(\omega-p\) is then formed with an absolute rounding error of order \(\epsilon|p|\), with \(\epsilon\) the machine precision, so a value \(R/t\) carries the error \(R\epsilon|p|/t^2\); the smallest node lies near \(L/n^2\), the \(n\)-point sum of weight over \(t^2\) on \([0,L]\) is \(2n(n+1)/L\), and the folded integral carries an error of up to about \(4n(n+1)\,R\epsilon|p|/L\), some \(600\,R\epsilon|p|/L\) for \(n=12\). This is an upper bound. If the centre of the fold is exactly the stored pole position, the points \(p+t\) and \(p-t\) usually round symmetrically and their errors cancel in the folded sum; the bound matters when the centre misses the pole by a rounding error.

The first leg panel, of length \(10^{-6}\) by default, must be shorter than the smallest distance \(\delta\) between a corner and a pole that does not sit on that corner. \(T\) is continuous in \(\varepsilon_n\) while \(w\) jumps, and the jump is made up by a peak of the type \(\delta/(\delta^2+y^2)\) in the contour integral. An unresolved peak costs up to a quarter of a residue at a corner and up to a half when \(\Delta=0\). For \(\Delta\ne0\) the logarithmic parts of leg and segment then also fail to cancel, because their first panels differ in length; for a pole just outside the segment this adds an error, out of phase by \(\pi/2\), of \(1/2\pi\) times the logarithm of the ratio of the two lengths, about half a residue with the defaults in the example below. For a pole just inside, the neighbouring piece starts at \(\delta/2\) from the pole, which doubles the ratio and gives about \(0.6\) of a residue. Levels within the tolerance, \(10^{-12}\) by default, are placed on the corner. Separations between the tolerance and the first panel length are covered by neither device; if the spectrum has them, the first panel must be shortened. The grading of the segment must be checked separately: twelve halvings, the default, give a first panel of \(2^{-13}\) of the piece, about \(2\times10^{-5}\) in the example below, which is longer than the first leg panel, so separations of a few times \(10^{-6}\) or less already call for more halvings, and up to about \(10^{-5}\) when the pole lies just inside the segment. For the same reason \(\varepsilon_a\) and \(\varepsilon_b\) must be the eigenvalues of the basis in use. Exact Dirac values differ from them by the basis error, which can move the corner poles into this gap.

The end of the legs, \(t_{\max}\), costs at most \(\max|f|/(\pi t_{\max})\), from the \(1/y^2\) tail of (3). The default is \(10^{-6}\times2^{53}\approx9\times10^9\), for which the bound with \(f=1\) is \(3.5\times10^{-11}\), the error found in the static test. A retarded \(f\) decays along the legs and allows a far shorter range.

The option should not be used as it stands when a positive pair is nearly degenerate with \(E\), because the pole terms grow as \(1/(A+B)\) and such a pair belongs in the model space; nor for an autoionizing state, where a positive pair with one continuum electron reaches \(A+B=0\). The irreducible ladder alone is also only one part of the two-photon correction, beside the crossed diagram and the reducible part.

## Worked example: a six-level model

The levels imitate He-like Tl, \(Z=81\), \(Z\alpha=0.591086\), in the state \(a=1s\), \(b=3s\). The point-nucleus Dirac energies are \(0.806609\), \(0.950423\) and \(0.978534\) for \(1s,2s,3s\), so \(E=1.785143\) and the exchange term has \(\Delta=0.171925\). Three pseudo-levels are chosen: \(p_1=1.3\), \(m_1=-1.2\), and \(p_2=2.985143\), so that \(p_2+m_1=E\). The matrix elements are chosen as \(\alpha\,c\,c\,F(\mu,\kappa)\), where \(F\) averages \(e^{i\kappa r}/r\) over the normalized distribution \(\mu^3r^2e^{-\mu r}/2\):

\[
F=\frac{\mu^3}{2}\int_0^\infty r\,e^{-(\mu-i\kappa)r}dr=\frac{\mu^3}{2(\mu-i\kappa)^2}=\frac{\mu/2}{(1-ix)^2},\qquad x=\kappa/\mu .
\]

Here \(\mu\) is the mean of the inverse sizes of the four levels involved, chosen as \(0.74,0.30,0.15,1.0,2.0,1.5\) for \(1s,2s,3s,p_1,p_2,m_1\), and \(c=1\) for equal levels on a line and \(0.3\) otherwise. The model has the cuts and poles of the real problem and tests the contour. It is no prediction for thallium.

Direct term, \((n_1,n_2)=(1s,2s)\). Here \(A=0\), \(B=0.028111\), \(w_1=1/2\), \(w_2=1\), and \(\mu=(0.74+0.15+0.74+0.30)/4=0.4825\) for both photons. The four factors \(c\) multiply to \(0.09\), and the prefactor \(\alpha^2\times0.09\times510998.95\) eV is \(2.449025\) eV. The static value is \(2.449025\times0.24125^2/0.028111=5.0705\) eV, and half of it is the first pole term, \(2.535255\) eV. For the second, \(x=0.028111/0.4825=0.05826\) for both photons; \((1-ix)^{-4}\) has modulus \((1+x^2)^{-2}=0.99325\) and phase \(4\arctan x=0.2328\), which gives \(4.900427+1.161789i\) eV. The contour part is \(-1.802480\) eV, real as (3) requires. The sum is \(5.633203+1.161789i\) eV, equal to the real-axis value.

Exchange term, \((1s,2s)\), with \(Pa=3s\), \(Pb=1s\). Now \(A=0.171925=\omega_+\), \(-B=0.143814\) lies inside the segment, \(w_1=3/4\), \(w_2=1/2\), and \(A+B=0.028111\). The factors \(c\) give \(0.027\) and the prefactor is \(0.734707\) eV, so the static value is \(0.734707\times0.24125^2/0.028111=1.5212\) eV. At pole 1 the wave numbers are \(\Delta\) and 0; with \(x=0.35632\), \((1-ix)^{-2}=0.6874+0.5611i\), and \(0.75\times1.5212\) times this is \(0.784232+0.640156i\) eV. At pole 2 the wave numbers are \(0.143814\) and \(0.028111\), so \(x=0.29806\) and \(0.05826\), the modulus is \(0.9153\), the phase is \(0.6957\), and \(0.5\times1.5212\) times this is \(0.534354+0.446207i\) eV. The contour part, \(-0.241973-0.081328i\) eV, is complex because of the segment and the real parts of \(\kappa\) on the legs. The sum is \(1.076613+1.005034i\) eV.

The degenerate pair \((p_2,m_1)\) in the direct term has \(A=-B=-2.178534\), no pole terms, and the finite positive value \(0.001327\) eV.

Over all 34 pairs the direct sum is the contour part \(-2.333869\), plus \(5.245304+2.375726i\) from \(w=1\), plus \(2.131552\) from \(w=1/2\), in total \(5.042988+2.375726i\) eV. The exchange sum is \(-1.241592+0.076021i\), plus \(2.692507+2.027410i\), \(0.934366+0.728337i\) and \(-0.132722-0.176060i\) from \(w=3/4,1/2,1/4\), in total \(2.252559+2.655708i\) eV. The difference is

\[
\Delta E=2.790429-0.279982i\ \text{eV}.
\]

Without pole terms the real part would be \(-2.333869+1.241592=-1.09\) eV, of the wrong sign. With weight \(1/2\) at the corners the exchange sum would change by \(-2.692507/3-0.132722=-1.03\) eV in its real part. By sector, positive pairs give \(2.717339-0.248499i\), mixed pairs \(0.073047-0.031496i\), and the negative pair \(0.000042+0.000013i\) eV.

Two features of these numbers need comment. The static value of the negative sector is zero although a single static term is \(-f/(A+B)\). The only such pair is \((m_1,m_1)\), whose direct and exchange terms have the same \(c\), \(\mu\) and \(A+B\) and cancel; the small retarded value is what is left of that cancellation.

The second feature is that the static total, \(1.486172\) eV, is little more than half of the retarded real part. The three terms with the largest real part show two mechanisms at work: the term linear in \(\kappa\) in contour parts, and the term quadratic in \(\kappa\) in pole terms. Contour and pole parts change in both direct and exchange terms, and the changes enter \(\Delta E\) with both signs, so what follows illustrates the size of the gap and is not a breakdown of it by mechanism. In the direct term above, the static contour part would be \(-2.535\) eV, so that it and \(1.5\times5.0705\) add to \(5.0705\); retardation reduces it to \(-1.802\) eV. On the leg \(f\approx(\mu/2)^2(1-4y/\mu)\), and the linear term against the kernel \(1/(B^2+y^2)\) gives a relative correction of order \((B/\mu)\ln(\mu/B)\). In the exchange term above the real part falls from the static \(1.5212\) eV to \(1.0766\) eV, mainly through the pole terms: there \(\kappa\) is real, the linear term is imaginary, and the real part of \((1-ix)^{-2}=1+2ix-3x^2+\dots\) drops to \(0.6874\) at \(x=0.35632\). The exchange pair \((2s,1s)\) maps onto \((1s,2s)\) under \(\omega\to\Delta-\omega\) and falls by the same amount, so the two, entering with a minus sign, raise \(\Delta E\) by \(0.89\) eV. With the rise of the direct term, \(5.6332-5.0705=0.56\) eV, this is \(1.45\) eV against the full gap \(2.7904-1.4862=1.30\) eV; the other 65 terms give a net \(-0.15\) eV, which is the remainder of rises that add to \(1.54\) eV and falls that add to \(1.69\) eV; the direct terms \((1s,1s)\) and \((2s,1s)\) alone fall by \(0.42\) and \(0.38\) eV. In a real ion the linear term of \(e^{i\kappa r}/r\) is the constant \(i\kappa\). Its scalar matrix element is a product of overlaps, which vanishes by orthogonality unless \(n_1n_2\) is the reference pair, and its vector part, which is not small for transitions to negative levels, is suppressed between nearby bound levels because \(\langle n|\boldsymbol\alpha|m\rangle=i(\varepsilon_n-\varepsilon_m)\langle n|\mathbf r|m\rangle\), from \(\boldsymbol\alpha=i[H,\mathbf r]\). The model keeps the term at full strength through \(c=0.3\). It overstates this part of the retardation, and its imaginary part is not a physical width.

## What the numerical check tests

The check below attacks (1) and (2) from four sides. A Fock-space model with two electron lines, a filled sea for negative levels and two boson modes is built so that only the ladder connects the initial and final states; its fourth-order element \(\langle f|VRVRVRV|i\rangle\), with \(R\) the resolvent outside the degenerate space, involves no \(\omega\) integral and agrees with (2) to a largest relative error per term of \(2.2\times10^{-14}\) over 138 terms with \(\Delta=0,0.3,-0.25\). When the model is symmetric under interchange of initial and final state, the effective \(2\times2\) matrix has equal diagonal elements and its levels are split by \(2T\); exact diagonalization, extrapolated in the coupling, gives \(T/g^4=0.68219\) and \(-0.26193\) for a mixed and a negative pair, as does (2). For the positive pair it gives \(-142.93966\) against \(-142.92251\), a difference of about \(10^{-4}\) of the value. The extrapolation from \(g=0.01\) and \(0.02\) removes only the relative correction of order \(g^2\), and the program requires agreement to \(5\times10^{-4}\) of \(T\). The static limit is reproduced to \(3.5\times10^{-11}\). Finally, all 68 terms of the six-level model are evaluated on the real axis by partial fractions, principal values and delta functions, with integration by parts for the double pole, and agree with (2) to a largest relative error per term of \(3.3\times10^{-15}\). The same program checks the mode integral for \(e^{i\kappa r}/r\), the function \(F\) and formula (3) by quadrature, and finds the \(1s^2\) direct sum, \(-5.427900\) eV, with \(|\mathrm{Im}/\mathrm{Re}|\) at most \(1.9\times10^{-15}\) for each of its terms evaluated on the real axis.

## Calculated quantities

```
Mode model (arb. units): ea=0.8 eb=1.1 k1=0.713 k2=0.937 Delta=0,0.3,-0.25
Wick vs Fock 4th order, 138 terms: max rel err 2.2e-14
static limit f=1: max abs err 3.5e-11
k1=k2=0.713 e1=0.35 e2=1.7: T/g^4 diag -142.93966, Wick -142.92251
k1=k2=0.713 e1=-1.3 e2=1.7: T/g^4 diag 0.68219, Wick 0.68219
k1=k2=0.713 e1=-1.3 e2=-1.3: T/g^4 diag -0.26193, Wick -0.26193
Tl model: Z=81, Z*alpha=0.591086, mc2=510998.95 eV, 1/alpha=137.035999
level 1s: eps=+0.806609 mc2, gamma=0.74 mc
level 2s: eps=+0.950423 mc2, gamma=0.3 mc
level 3s: eps=+0.978534 mc2, gamma=0.15 mc
level p1: eps=+1.300000 mc2, gamma=1.0 mc
level p2: eps=+2.985143 mc2, gamma=2.0 mc
level m1: eps=-1.200000 mc2, gamma=1.5 mc
state 1s3s: E=1.785143 mc2, exchange Delta=0.171925 mc2, c_offdiag=0.3
direct (1s,2s): A=+0.000000 B=+0.028111 mc2, w1=0.5 w2=1.0
  mu1=0.4825 mu2=0.4825 mc, alpha^2 c^4 mc2=2.449025 eV
  PV -1.802480+0.000000i, pole1 +2.535255+0.000000i, pole2 +4.900427+1.161789i eV
  Wick +5.633203+1.161789i, real axis +5.633203+1.161789i eV
direct (p2,m1): A=-2.178534 B=+2.178534 mc2, w1=0.0 w2=0.0
  mu1=1.0975 mu2=1.0975 mc, alpha^2 c^4 mc2=0.220412 eV
  PV +0.001327+0.000000i, pole1 +0.000000+0.000000i, pole2 +0.000000+0.000000i eV
  Wick +0.001327+0.000000i, real axis +0.001327-0.000000i eV
direct sum (no (-1)^P): contour PV -2.333869+0.000000i eV
  pole terms w=1.0: +5.245304+2.375726i eV
  pole terms w=0.75: +0.000000+0.000000i eV
  pole terms w=0.5: +2.131552+0.000000i eV
  pole terms w=0.25: +0.000000+0.000000i eV
  total +5.042988+2.375726i eV
exchange (1s,2s): A=+0.171925 B=-0.143814 mc2, w1=0.75 w2=0.5
  mu1=0.4825 mu2=0.4825 mc, alpha^2 c^4 mc2=0.734707 eV
  PV -0.241973-0.081328i, pole1 +0.784232+0.640156i, pole2 +0.534354+0.446207i eV
  Wick +1.076613+1.005034i, real axis +1.076613+1.005034i eV
exchange sum (no (-1)^P): contour PV -1.241592+0.076021i eV
  pole terms w=1.0: +0.000000+0.000000i eV
  pole terms w=0.75: +2.692507+2.027410i eV
  pole terms w=0.5: +0.934366+0.728337i eV
  pole terms w=0.25: -0.132722-0.176060i eV
  total +2.252559+2.655708i eV
Wick vs real axis, 68 terms: max rel err 3.3e-15
sector ++: retarded +2.717339-0.248499i eV, static +1.486172 eV
sector +-: retarded +0.073047-0.031496i eV, static +0.000000 eV
sector --: retarded +0.000042+0.000013i eV, static +0.000000 eV
Delta E ladder irr: Wick +2.790429-0.279982i eV, real axis +2.790429-0.279982i eV
static total +1.486172 eV
Gauss points per panel 2: |error| 1.3e-03 eV
Gauss points per panel 4: |error| 1.1e-06 eV
Gauss points per panel 8: |error| 8.7e-13 eV
1s^2 direct sum -5.427900 eV; real-axis max |Im/Re| 1.9e-15
```
